**Fractional-spin error of hydrogen in Hartree-Fock and PBE-based hybrids**

The error is $\Delta=E(\tfrac12,\tfrac12)-E(1,0)$, where $E(p,q)$ is the energy with $p$ up-spin and $q$ down-spin electrons in one common spatial orbital. Hartree-Fock gives 5/32 hartree with the frozen 1s orbital and 0.14229 hartree after relaxation. The program asserts the self-repulsion $U=5/8$, the law $\tfrac58p(1-p)$ for the frozen error, and the optimum exponent 27/32 of a scaled orbital. It solves the relaxed problem by radial collocation and asserts agreement with a separate Gaussian-basis calculation. For H$_2$ at 40 bohr it asserts that restricted Hartree-Fock gives $2E(\tfrac12,\tfrac12)-1/(2R)$, while full configuration interaction gives −1 hartree with half an electron of each spin per atom. For hybrids with exact-exchange fraction $a$ and full PBE correlation, it asserts the linear frozen-density formula, growth of the frozen and relaxed errors over the tabulated fractions, and the relaxed slope at $a=0.25$. The output shows the relaxed hybrid error rising from 0.041 hartree at $a=0$ to 0.135 hartree at $a=1$.

## Program and output

```python
# Fractional-spin error of the hydrogen atom, Delta = E(1/2,1/2) - E(1,0).
# Results under test: Hartree-Fock gives 5/32 hartree with the frozen 1s orbital
# and about 0.142 hartree after relaxation; in PBE-based hybrids Delta grows
# with the exact-exchange fraction a.
# Symbols: p, q = up/down occupations; U = (phi phi|phi phi) self-repulsion;
# u(r) = sqrt(4 pi) r phi(r); v = electrostatic potential of phi^2.
# Atomic units throughout (hartree, bohr).
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, ao2mo

EV = physical_constants['Hartree energy in eV'][0]

# ---------- radial Chebyshev collocation on [0, RMAX] ----------
N, RMAX = 64, 30.0
k = np.arange(N + 1)
x = np.cos(np.pi * k / N)
c = np.where((k == 0) | (k == N), 2.0, 1.0) * (-1.0) ** k
D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(N + 1))
D -= np.diag(D.sum(axis=1))
D *= -2 / RMAX
r = RMAX * (1 - x) / 2
D2 = D @ D
# Quadrature for integrands that vanish at r = 0
w = np.linalg.inv(D[1:, 1:])[-1]
ri = r[1:-1]


def integrate(f):
    return w @ f[1:]


def potential(u):
    """v at interior points from Poisson's equation for y = r v."""
    rhs = -u[1:-1] ** 2 / ri - D2[1:-1, -1]
    return np.linalg.solve(D2[1:-1, 1:-1], rhs) / ri


def parts(u):
    """Kinetic energy, nuclear attraction and U of a normalized orbital."""
    kinetic = -0.5 * integrate(u * (D2 @ u))
    attraction = -(w[:-1] @ (u[1:-1] ** 2 / ri))
    repulsion = w[:-1] @ (u[1:-1] ** 2 * potential(u))
    return kinetic, attraction, repulsion


def exponential(zeta):
    u = r * np.exp(-zeta * r)
    return u / np.sqrt(integrate(u * u))


def half_energy(u):
    t, vn, rep = parts(u)
    # Hartree U/2 plus exchange -(1/4 + 1/4) U/2
    return t + vn + rep / 2 - (0.25 + 0.25) * rep / 2


u0 = exponential(1.0)
t0, vn0, U0 = parts(u0)
v_formula = (1 - (1 + ri) * np.exp(-2 * ri)) / ri
assert np.max(np.abs(potential(u0) - v_formula)) < 1e-7
assert abs(U0 - 5 / 8) < 1e-8
E_frozen = half_energy(u0)
assert abs(E_frozen + 0.5 - 5 / 32) < 1e-8

best = minimize_scalar(lambda z: half_energy(exponential(z)),
                       bounds=(0.6, 1.1), method='bounded',
                       options={'xatol': 1e-8})
assert abs(best.x - 27 / 32) < 1e-5
assert abs(best.fun + (27 / 32) ** 2 / 2) < 1e-8

# Self-consistent solution of (h + v/2) phi = eps phi
u = exponential(best.x)
v = potential(u)
for iteration in range(200):
    H = -0.5 * D2[1:-1, 1:-1] + np.diag(-1 / ri + 0.5 * v)
    vals, vecs = np.linalg.eig(H)
    lowest = np.argmin(vals.real)
    eps = vals[lowest].real
    u = np.zeros(N + 1)
    u[1:-1] = vecs[:, lowest].real
    u /= np.sqrt(integrate(u * u))
    v_new = potential(u)
    change = np.max(np.abs(v_new - v))
    v = 0.4 * v + 0.6 * v_new
    if change < 1e-10:
        break
assert change < 1e-8
t1, vn1, U1 = parts(u)
E_relaxed = half_energy(u)
radius0, radius1 = integrate(r * u0 ** 2), integrate(r * u ** 2)
assert abs(E_relaxed - (eps - U1 / 4)) < 1e-7
assert abs(E_relaxed + t1) < 1e-7
assert E_relaxed < best.fun < E_frozen
assert abs(E_relaxed + 0.5 - 0.142) < 1e-3
assert radius1 > radius0 and U1 < U0 and t1 + vn1 > t0 + vn0

# ---------- independent Gaussian-basis calculation ----------
exponents = 0.02 * 2.2 ** np.arange(16)
basis = {'H': [[0, [float(e), 1.0]] for e in exponents]}
atom = gto.M(atom='H 0 0 0', basis=basis, spin=1, verbose=0)
S1 = atom.intor('int1e_ovlp')
h1 = scf.hf.get_hcore(atom)
sv, sw = np.linalg.eigh(S1)
X1 = (sw / np.sqrt(sv)) @ sw.T
e1, c1 = np.linalg.eigh(X1 @ h1 @ X1)
phi = X1 @ c1[:, 0]
P = np.outer(phi, phi)
assert abs(e1[0] + 0.5) < 1e-5


def method(a):
    """Hartree-Fock for a=None, otherwise the PBE hybrid with fraction a."""
    if a is None:
        mf = scf.uhf.UHF(atom)
    else:
        mf = dft.uks.UKS(atom)
        mf.xc = f'{a:.6f}*HF + {1 - a:.6f}*PBE, PBE'
        mf.grids.level = 5
        mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    return mf


def fixed_energy(a, dm):
    return method(a).energy_tot(dm=dm)


def relaxed(a, p, q):
    mf = method(a)

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, len(mo_energy[0])))
        occ[0, 0], occ[1, 0] = p, q
        return occ
    mf.get_occ = occupations
    energy = mf.kernel(dm0=np.array([p * P, q * P]))
    assert mf.converged
    return energy, np.array(mf.make_rdm1())


p_values = [0.0, 0.1, 0.25, 0.5, 0.8]
curve = [fixed_energy(None, np.array([p * P, (1 - p) * P])) + 0.5
         for p in p_values]
for p, err in zip(p_values, curve):
    assert abs(err - 5 / 8 * p * (1 - p)) < 2e-5
E_gauss, _ = relaxed(None, 0.5, 0.5)
assert abs(E_gauss - E_relaxed) < 1e-5

# ---------- stretched H2: restricted HF and full CI ----------
R = 40.0
h2 = gto.M(atom=f'H 0 0 {-R/2}; H 0 0 {R/2}', unit='Bohr', basis=basis,
           symmetry=True, verbose=0)
rhf = scf.RHF(h2)
rhf.irrep_nelec = {'A1g': 2}
rhf.conv_tol = 1e-11
rhf.max_cycle = 100
both = np.concatenate([phi, phi])
E_rhf = rhf.kernel(dm0=np.outer(both, both))
assert rhf.converged
assert abs(E_rhf - (2 * E_gauss - 1 / (2 * R))) < 1e-5

sv, sw = np.linalg.eigh(h2.intor('int1e_ovlp'))
X = (sw / np.sqrt(sv)) @ sw.T
n = len(X)
h = X.T @ scf.hf.get_hcore(h2) @ X
eri = ao2mo.kernel(h2, X, compact=False).reshape(n, n, n, n)
one = np.eye(n)
H2e = np.kron(h, one) + np.kron(one, h)
H2e += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
swap = np.eye(n * n).reshape(n, n, n, n).transpose(1, 0, 2, 3)
swap = swap.reshape(n * n, n * n)
# The shift removes triplets (antisymmetric spatial functions) from the bottom
ci_e, ci_v = np.linalg.eigh(H2e + 5 * (np.eye(n * n) - swap))
E_fci = ci_e[0] + h2.energy_nuc()
pair = ci_v[:, 0].reshape(n, n)
up_on_A = np.sum(pair[:n // 2, :] ** 2)
down_on_A = np.sum(pair[:, :n // 2] ** 2)
assert abs(E_fci + 1) < 1e-5
assert abs(up_on_A - 0.5) < 1e-3 and abs(down_on_A - 0.5) < 1e-3

# ---------- hybrids, frozen density ----------
gx, gw = np.polynomial.legendre.leggauss(400)
rg = 12.5 * (gx + 1)
vol = 12.5 * gw * 4 * np.pi * rg ** 2
dens = np.exp(-2 * rg) / np.pi
slope_n = -2 * dens


def pbe_exchange(nn, grad):
    """PBE exchange energy of an unpolarized density."""
    kappa, mu = 0.804, 0.2195149727645171
    kf = (3 * np.pi ** 2 * nn) ** (1 / 3)
    s = np.abs(grad) / (2 * kf * nn)
    enhancement = 1 + kappa - kappa / (1 + mu * s * s / kappa)
    return vol @ (-3 * kf / (4 * np.pi) * nn * enhancement)


def pbe_correlation(p, q):
    z = np.zeros_like(dens)
    rho = np.array([[f * dens, f * slope_n, z, z] for f in (p, q)])
    exc = dft.libxc.eval_xc(',PBE', rho, spin=1, deriv=0)[0]
    return vol @ (dens * exc)


Ex_half = pbe_exchange(dens, slope_n)
Ex_one = pbe_exchange(2 * dens, 2 * slope_n) / 2
Ec_half, Ec_one = pbe_correlation(0.5, 0.5), pbe_correlation(1.0, 0.0)
dx, dc = Ex_half - Ex_one, Ec_half - Ec_one
assert dx < 5 / 32

fractions = [0.0, 0.25, 0.5, 0.75, 1.0]
dm_half, dm_one = np.array([P / 2, P / 2]), np.array([P, 0 * P])
table = []
for a in fractions:
    frozen = fixed_energy(a, dm_half) - fixed_energy(a, dm_one)
    # tolerance: Gaussian orbital against the exact exponential density
    assert abs(frozen - (a * 5 / 32 + (1 - a) * dx + dc)) < 1e-4
    eh, dmh = relaxed(a, 0.5, 0.5)
    eo, dmo = relaxed(a, 1.0, 0.0)
    if a == 0.25:
        slope_hf = ((fixed_energy(1.0, dmh) - fixed_energy(0.0, dmh))
                    - (fixed_energy(1.0, dmo) - fixed_energy(0.0, dmo)))
    table.append((a, frozen, eh, eo, eh - eo, eh + 0.5))
table = np.array(table)
assert np.all(np.diff(table[:, 1]) > 0) and np.all(np.diff(table[:, 4]) > 0)

step = 0.05
gap = [relaxed(a, 0.5, 0.5)[0] - relaxed(a, 1.0, 0.0)[0]
       for a in (0.25 - step, 0.25 + step)]
slope_fd = (gap[1] - gap[0]) / (2 * step)
assert abs(slope_fd - slope_hf) < 2e-4 and slope_hf > 0

# ---------- output ----------
print('HYDROGEN, HARTREE-FOCK, HALF AN ELECTRON OF EACH SPIN')
print(f'U, frozen 1s orbital            {U0:.6f} hartree')
print(f'E(1/2,1/2), frozen              {E_frozen:.6f} hartree')
print(f'error, frozen                   {E_frozen+0.5:.6f} hartree')
print(f'error, frozen                   {(E_frozen+0.5)*EV:.3f} eV')
print(f'best exponent, scaled 1s        {best.x:.5f} 1/bohr')
print(f'E(1/2,1/2), scaled              {best.fun:.6f} hartree')
print(f'error, scaled                   {best.fun+0.5:.6f} hartree')
print(f'E(1/2,1/2), relaxed             {E_relaxed:.6f} hartree')
print(f'error, relaxed                  {E_relaxed+0.5:.6f} hartree')
print(f'error, relaxed                  {(E_relaxed+0.5)*EV:.3f} eV')
print(f'relaxed orbital energy          {eps:.6f} hartree')
print(f'relaxed kinetic energy          {t1:.6f} hartree')
print(f'relaxed nuclear attraction      {vn1:.6f} hartree')
print(f'relaxed U                       {U1:.6f} hartree')
print(f'one-electron energy cost        {t1+vn1-t0-vn0:.6f} hartree')
print(f'repulsion gain (U0-U)/4         {(U0-U1)/4:.6f} hartree')
print(f'mean radius, frozen             {radius0:.4f} bohr')
print(f'mean radius, relaxed            {radius1:.4f} bohr')
print(f'E(1/2,1/2), Gaussian basis      {E_gauss:.6f} hartree')
print('FROZEN HARTREE-FOCK ERROR AGAINST UP-SPIN OCCUPATION p')
for p, err in zip(p_values, curve):
    print(f'p = {p:.2f}   error {err:.5f} hartree')
print(f'STRETCHED H2, R = {R:.0f} bohr')
print(f'restricted HF energy            {E_rhf:.6f} hartree')
print(f'2 E(1/2,1/2) - 1/(2R)           {2*E_gauss-1/(2*R):.6f} hartree')
print(f'full CI energy, s basis         {E_fci:.6f} hartree')
print(f'up, down electrons on one atom  {up_on_A:.4f}, {down_on_A:.4f}')
print('PBE PARTS ON THE EXACT 1s DENSITY (hartree)')
print(f'exchange (1/2,1/2), (1,0)       {Ex_half:.5f}, {Ex_one:.5f}')
print(f'correlation (1/2,1/2), (1,0)    {Ec_half:.5f}, {Ec_one:.5f}')
print(f'exchange part of error          {dx:.5f}')
print(f'correlation part of error       {dc:.5f}')
print(f'frozen slope 5/32 - exchange    {5/32-dx:.5f}')
print('HYBRIDS (hartree): a, frozen Delta, relaxed E(1/2,1/2),')
print('  relaxed E(1,0), relaxed Delta, E(1/2,1/2) + 1/2')
for row in table:
    print(f'{row[0]:.2f} ' + ' '.join(f'{val:9.5f}' for val in row[1:]))
print(f'relaxed slope at a=0.25, exchange difference {slope_hf:.5f} hartree')
print(f'relaxed slope at a=0.25, finite difference   {slope_fd:.5f} hartree')
print('all good')
```

Running it gives:

```
HYDROGEN, HARTREE-FOCK, HALF AN ELECTRON OF EACH SPIN
U, frozen 1s orbital            0.625000 hartree
E(1/2,1/2), frozen              -0.343750 hartree
error, frozen                   0.156250 hartree
error, frozen                   4.252 eV
best exponent, scaled 1s        0.84375 1/bohr
E(1/2,1/2), scaled              -0.355957 hartree
error, scaled                   0.144043 hartree
E(1/2,1/2), relaxed             -0.357710 hartree
error, relaxed                  0.142290 hartree
error, relaxed                  3.872 eV
relaxed orbital energy          -0.229489 hartree
relaxed kinetic energy          0.357710 hartree
relaxed nuclear attraction      -0.843641 hartree
relaxed U                       0.512884 hartree
one-electron energy cost        0.014069 hartree
repulsion gain (U0-U)/4         0.028029 hartree
mean radius, frozen             1.5000 bohr
mean radius, relaxed            1.8545 bohr
E(1/2,1/2), Gaussian basis      -0.357710 hartree
FROZEN HARTREE-FOCK ERROR AGAINST UP-SPIN OCCUPATION p
p = 0.00   error 0.00000 hartree
p = 0.10   error 0.05625 hartree
p = 0.25   error 0.11719 hartree
p = 0.50   error 0.15625 hartree
p = 0.80   error 0.10000 hartree
STRETCHED H2, R = 40 bohr
restricted HF energy            -0.727920 hartree
2 E(1/2,1/2) - 1/(2R)           -0.727920 hartree
full CI energy, s basis         -1.000000 hartree
up, down electrons on one atom  0.5000, 0.5000
PBE PARTS ON THE EXACT 1s DENSITY (hartree)
exchange (1/2,1/2), (1,0)       -0.25400, -0.30594
correlation (1/2,1/2), (1,0)    -0.01491, -0.00598
exchange part of error          0.05194
correlation part of error       -0.00893
frozen slope 5/32 - exchange    0.10431
HYBRIDS (hartree): a, frozen Delta, relaxed E(1/2,1/2),
  relaxed E(1,0), relaxed Delta, E(1/2,1/2) + 1/2
0.00   0.04301  -0.45893  -0.49999   0.04106   0.04107
0.25   0.06909  -0.43611  -0.50132   0.06521   0.06389
0.50   0.09517  -0.41390  -0.50278   0.08888   0.08610
0.75   0.12124  -0.39229  -0.50434   0.11205   0.10771
1.00   0.14732  -0.37128  -0.50601   0.13473   0.12872
relaxed slope at a=0.25, exchange difference 0.09563 hartree
relaxed slope at a=0.25, finite difference   0.09563 hartree
all good
```
